\section*{Vacancy Migration Saddles: Climbing-Image Bands and Their Errors}

\section{What symmetry and dimensions fix}

A vacancy in an fcc crystal moves when a neighbouring atom jumps into it. Inversion about the midpoint of the jump exchanges the initial and final states. Along a path that shares this symmetry, with arc length $s$ measured from the midpoint, the energy is even. If the midpoint is a maximum,
\begin{equation}
E(s)=E_{\rm s}-\tfrac12|\kappa|s^2+O(s^4),
\label{even}
\end{equation}
so two images straddling the summit at distance $h$ from each other miss it by $\tfrac12|\kappa|(h/2)^2$ to leading order.

Dimensions fix the other error. Far away, a point defect acts on the crystal as a force dipole $P$, an energy. In a medium of elastic modulus $C$ (energy per volume) its strain at distance $r$ is of order $P/(Cr^3)$. A periodic image at distance $L$ therefore changes the energy by order $P\times P/(CL^3)$. For cells of one shape,
\begin{equation}
E_m(L)=E_m(\infty)+\frac{c}{L^3}+O(L^{-5}).
\label{cell}
\end{equation}
The minimum and the saddle each have an inversion centre, so the next multipole coupling carries two more gradients, hence $L^{-5}$. The barrier $E_m$ is a difference of two energies, and $c$ is the difference of their coefficients. It may be small, and then (\ref{cell}) is dominated by later terms until $L$ is very large.

\section{Energy and forces}

Cells are cubic, with $n$ lattice constants per edge, periodic, and held at the volume of the perfect crystal. Lengths are in nm, energies in eV. The model is second-moment tight binding,
\begin{equation}
E=\sum_i\Big[A\sum_{j\ne i}\phi(r_{ij})-\xi\sqrt{\rho_i}\Big],\qquad \rho_i=\sum_{j\neq i}\psi(r_{ij}),
\end{equation}
with $\phi=e^{-p(r/r_0-1)}w(r)$ and $\psi=e^{-2q(r/r_0-1)}w(r)$, where $r_0$ is the neighbour distance. The cutoff $w=1-10x^3+15x^4-6x^5$ falls from 1 to 0 as $x$ runs from 0 to 1 between 0.4519 and 0.5242 nm. Its first two derivatives vanish at both ends, so the Hessian is continuous.

The distance $r_{ij}$ occurs twice in the repulsion, once in $\rho_i$ and once in $\rho_j$. Hence
\begin{align}
g_{ij}\equiv\frac{\partial E}{\partial r_{ij}}&=2A\phi'(r_{ij})-\frac{\xi}{2}\left(\frac1{\sqrt{\rho_i}}+\frac1{\sqrt{\rho_j}}\right)\psi'(r_{ij}),\\
\mathbf F_i&=-\sum_{j\neq i} g_{ij}\,\frac{\mathbf r_i-\mathbf r_j}{r_{ij}} .
\end{align}

$A$ and $\xi$ follow from the cohesive energy $E_c$ and zero pressure. In the perfect crystal every $r_j$ is proportional to the lattice constant $a$, so $a\,d/da$ acts on a function of $r_j$ as $r_j\,d/dr_j$. With sums over the neighbours of one atom,
\begin{align}
A\sum_j\phi(r_j)-\xi\sqrt{\rho}&=-E_c,\\
A\sum_j r_j\phi'(r_j)-\frac{\xi}{2\sqrt\rho}\sum_j r_j\psi'(r_j)&=0 .
\end{align}
These are two linear equations. The round, copper-like inputs $a=0.3615$ nm, $E_c=3.5$ eV, $p=11$, $q=2.3$ give $A=0.0843$ eV and $\xi=1.219$ eV.

The bulk modulus was not fitted. With volume per atom $V=a^3/4$ we have $dV=\tfrac34a^2\,da$. At zero pressure the first derivative drops out, and
\begin{equation}
B=V\frac{d^2E}{dV^2}=\frac{a^3}{4}\,\frac{16}{9a^4}\,\frac{d^2E}{da^2}=\frac{4}{9a}\frac{d^2E}{da^2}=132\ \text{GPa}.
\end{equation}

\section{The band and its climbing image}

Let $R_0,\dots,R_{M+1}$ be configurations with relaxed ends and $M$ movable images. The unit tangent $\tau_k$ points along $R_{k+1}-R_k$ when the energy rises through image $k$, and along $R_k-R_{k-1}$ when it falls. At an extremum the two differences are added with weights: the larger of $|E_{k\pm1}-E_k|$ multiplies the difference towards the higher neighbour, the smaller multiplies the other. The band force is
\begin{equation}
G_k=F_k-(F_k\cdot\tau_k)\tau_k+K\big(|R_{k+1}-R_k|-|R_k-R_{k-1}|\big)\tau_k .
\end{equation}
The true force acts across the band and the springs along it, so the springs space the images without pulling them off the path.

The climbing image has no spring and feels
\begin{equation}
G=(1-2\tau\tau^T)F .
\end{equation}
Since $\tau^T\tau=1$, $(1-2\tau\tau^T)^2=1-4\tau\tau^T+4\tau\tau^T=1$. The reflection is invertible and preserves length: $|G|=|F|$, and $G=0$ means $F=0$. The tangent cannot displace the stationary point.

It does decide whether the iteration gets there. Near a saddle $F=-H\delta$, where $\delta$ is the displacement from it and $H$ the Hessian. If $\tau$ is the unstable eigenvector $e$, with eigenvalue $\kappa<0$, then $G=-|\kappa|\delta$ along $e$ and $G=-k_i\delta$ along each stable mode, so every component is driven back. If $\tau$ is orthogonal to $e$, the component along $e$ obeys $G=+|\kappa|\delta$ and runs away. The band must be fine enough to give $\tau$ a good overlap with $e$.

A residual force leaves an energy error. $F$ has no component along uniform translations, so $H$ can be inverted on the remaining space:
\begin{equation}
E-E_{\rm s}=\tfrac12\delta^TH\delta=\tfrac12F^TH^{-1}F,\qquad |E-E_{\rm s}|\le\frac{|F|^2}{2\min|k|} .
\label{resid}
\end{equation}
The climbing bands, and the plain bands in the 107-atom cell, were stopped when every force component fell below 0.01 eV/nm. With 107 atoms, $|F|^2<321\times10^{-4}=0.032$ (eV/nm)$^2$. The softest mode of the saddle, found below, has $k\approx95$ eV/nm$^2$, so the error is below 0.17 meV in the quadratic region.

With even $M$ the two highest images of a symmetric band have equal energies, and small numerical errors decide which is higher. The climber is therefore chosen once and kept.

\section{Error of the path discretisation}

To justify (\ref{even}) for the band, write the path as $R(s)=R_{\rm s}+se+\tfrac12s^2b+O(s^3)$. Inversion sends $s$ to $-s$, so $e$ is odd and $b$ is even under it. Then
\begin{equation}
\tfrac12\delta^TH\delta=\tfrac12\kappa s^2+\tfrac12s^3\,e^THb+O(s^4),\qquad e^THb=\kappa\,e\cdot b=0,
\end{equation}
because odd and even vectors are orthogonal. The cubic Taylor term along $e$ vanishes by the same symmetry. An image displaced sideways by $O(s^2)$, because its discrete tangent is imperfect, changes the energy at $O(s^4)$. So
\begin{equation}
\Delta E_{\rm plain}=\tfrac12|\kappa|\left(\frac h2\right)^2+O(h^4),\qquad h\simeq\frac{d}{M+1},
\label{miss}
\end{equation}
where $d$ is the path length.

In the 107-atom cell the Hessian gives $\kappa=-152.9$ eV/nm$^2$, and the band with $M=10$ has $d=0.2891$ nm and $h=0.0263$ nm. Hence
\begin{equation}
\tfrac12(152.9)(0.01315)^2=0.0132\ \text{eV}.
\end{equation}
The two top images lie on average 13.4 meV below the saddle, 2\% more than this. The comparison is a test of (\ref{miss}), since $\kappa$ comes from forces near one configuration and the miss from band energies. The same $\kappa$ and $d$ predict 64 and 33 meV for $M=4$ and 6; the plain bands miss by 63.3 and 32.9 meV. This closer agreement is partly a cancellation. The $O(h^4)$ term raises the miss, while the chords of a coarse band cut across the curved path, so its $h$ is smaller than $d/(M+1)$ with $d$ taken from the ten-image band.

With climbing, all three bands give 0.7110 eV. For $M=4$ the image energies are 0.3571, 0.7110, 0.5376 and 0.1594 eV. The profile is lopsided because the climber has left two intervals on one side and three on the other, but the barrier is unaffected.

At 378 K, $k_BT=32.57$ meV, and a miss of 63.3 meV multiplies the rate by $e^{1.94}\approx7$. Reducing the miss to 1 meV without climbing needs $h=2\sqrt{0.002/152.9}=0.0072$ nm, about 40 images. An odd number of equally spaced images would put one on the summit, but through the symmetry of this jump. For an asymmetric barrier the summit lies anywhere between two images, and (\ref{miss}) is then the worst case at quadratic order.

\section{The same saddle without a band}

Let inversion about the jump midpoint carry site $i$ to site $P(i)$. It acts on displacements as $u_i\to-u_{P(i)}$. The energy is invariant, so the gradient at an inversion-symmetric configuration is itself even. Minimising among even displacements therefore ends where the whole force vanishes. The hopping atom is its own partner, so an even displacement has $u=-u=0$ for it: it stays at the midpoint while its surroundings relax.

This gives 0.71100 eV for 107 atoms, and the coordinates agree with the climbing image to $1.1\times10^{-5}$ nm. The method needs the symmetry, which a jump beside an impurity or a surface lacks. It also says nothing about odd modes, several of which could be unstable. The Hessian has to settle that.

\section{One imaginary mode}

The Hessian is built from central differences of forces,
\begin{equation}
H_{\alpha\beta}\simeq-\frac{F_\beta(R+\eta\hat e_\alpha)-F_\beta(R-\eta\hat e_\alpha)}{2\eta},\qquad \eta=2\times10^{-5}\ \text{nm},
\end{equation}
and symmetrised. All atoms have the same mass $m$, so an eigenvalue $k$ gives $\nu=\sqrt{k/m}/2\pi$, imaginary for $k<0$. Eigenvalues with $|k|<1$ eV/nm$^2$ are counted as zero.

In the cells of 107 and 255 atoms, the minimum has no negative eigenvalue, and the saddle has one, besides three zeros. The zeros are of order $10^{-11}$ eV/nm$^2$. That does not measure the accuracy of the other eigenvalues: the pair forces sum to zero at every displaced configuration, so before symmetrisation the finite-difference matrix has the translations as null vectors whatever the step $\eta$, and symmetrising shifts their eigenvalues only at second order in its small asymmetry.

For the unstable mode, $152.9$ eV/nm$^2=24.50$ N/m and $m=63.55$ u $=1.055\times10^{-25}$ kg, so
\begin{equation}
|\nu|=\frac1{2\pi}\sqrt{\frac{24.50}{1.055\times10^{-25}}}\ \text{Hz}=2.43\ \text{THz}.
\end{equation}
The larger cell gives 2.42 THz. The hopping atom carries 96\% of the squared amplitude, so the mode is localised, consistent with a frequency that hardly depends on the cell.

The lowest real frequency does depend on it, falling from 1.91 to 1.50 THz. Scaling $k$ with $\nu^2$ gives $152.9(1.912/2.425)^2\approx95$ eV/nm$^2$ in the smaller cell and 59 in the larger. Long acoustic waves have $k\propto L^{-2}$, so a fixed threshold for zero modes would eventually fail in large cells.

One negative eigenvalue establishes a first-order saddle, not which minima it joins. In the 107-atom cell the saddle was displaced by $\pm0.02$ nm along the unstable mode and relaxed. The two descents reached the two vacancy minima.

\section{Error of the cell size}

The symmetry route gives the barriers below. Climbing bands with four images, run for $n=3,4,5$, agree to the 0.1 meV printed. The formation energy $E_f$ is the energy of the vacancy cell minus that of the same number of bulk atoms.

\begin{center}
\begin{tabular}{rrcc}
$n$ & atoms & $E_m$ (eV) & $E_f$ (eV)\\
3 & 107 & 0.71100 & 1.2533\\
4 & 255 & 0.70962 & 1.2521\\
5 & 499 & 0.70926 & 1.2517\\
6 & 863 & 0.70916 & 1.2515\\
7 & 1371 & 0.70914 & 1.2514
\end{tabular}
\end{center}

The formation energy falls in steps of 1.2, 0.4, 0.2 and 0.1 meV. Scaling the first step by differences of $n^{-3}$ predicts 0.43, 0.19 and 0.10 meV for the rest, so within rounding it follows $L^{-3}$.

The barrier does not. Its steps are 1.38, 0.36, 0.10 and roughly 0.02 meV, the last uncertain by about 0.01 meV because the table is rounded. Scaled from the first, $n^{-3}$ predicts 0.49, 0.22 and 0.11 meV for the others, and $n^{-5}$ predicts 0.29, 0.08 and 0.03 meV. The data lie much nearer the second set. This does not show that the $L^{-3}$ terms of minimum and saddle cancel: an $L^{-3}$ term and higher terms of opposite sign can together imitate a steeper power over such a short range of sizes.

Using $n=5$ and 6 in (\ref{cell}) predicts 0.70911 eV for $n=7$, against 0.70914 eV computed. The discrepancy of roughly 0.03 meV is small in absolute terms but comparable with the last step itself, so it does not confirm the law. Extrapolating with (\ref{cell}) from $n=6$ and 7 gives 0.7091 eV (68.4 kJ/mol), within 0.1 meV of both barriers. The slope of that fit should not be read as $c$, whose sign these cells do not fix. This estimates the remaining size error within the model but does not bound it, since terms of opposite sign can make a barrier look settled before it is. Using the 107-atom barrier instead would lower the rate at 378 K by 6\%.

\section{From the saddle to a jump rate}

Classically, the jump rate is the one-way thermal flux through the dividing surface $S$ at the saddle, divided by the population of the initial basin $W$. The mean one-way speed is $\sqrt{k_BT/2\pi m}$, so
\begin{equation}
\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{\int_S e^{-E/k_BT}}{\int_W e^{-E/k_BT}} .
\end{equation}
This counts each crossing as a completed jump. In the harmonic approximation each mode contributes $\sqrt{2\pi k_BT/k_i}$. For $N$ atoms, with translations cancelling, there are $3N-4$ such factors above and $3N-3$ below. One factor $\sqrt{2\pi k_BT}$ survives in the denominator:
\begin{equation}
\Gamma=\frac{1}{2\pi\sqrt m}\,\frac{\prod_{i=1}^{3N-3}\sqrt{k_i^{\min}}}{\prod_{i=1}^{3N-4}\sqrt{k_i^{\rm s}}}\,e^{-E_m/k_BT}=\nu^*e^{-E_m/k_BT}.
\end{equation}
As a test, the flux integral was evaluated by quadrature for $V=(x^2-1)^2+\tfrac12[2+3(1-x^2)^2]y^2$ with $m=1$ and $k_BT=0.02$, a fiftieth of the barrier. It is 1.0035 times the harmonic rate.

The Hessians give $\nu^*=3.16$ THz for 107 atoms and 3.13 THz for 255. At 378 K,
\begin{equation}
\Gamma=3.13\times10^{12}\,e^{-0.7091/0.03257}\ \text{s}^{-1}\approx1.1\times10^3\ \text{s}^{-1}
\end{equation}
into the vacancy from each of its twelve neighbours.

Quantum motion replaces each classical vibrational factor $1/2x$ by $1/(2\sinh x)$, with $x=h\nu/2k_BT$. The ratio is $x/\sinh x\simeq1-x^2/6$. For the unstable mode, take as input the transmission probability of a parabolic barrier, $[1+e^{-2\pi\epsilon/\hbar\omega}]^{-1}$, at energy $\epsilon$ above its top. Its thermal average is $x/\sin x\simeq1+x^2/6$. Since $x^2=\hbar^2|k|/(4mk_B^2T^2)$, the terms combine into traces that include the negative eigenvalue:
\begin{equation}
\frac{\Gamma_{\rm q}}{\Gamma}\simeq1+\frac{\hbar^2(\operatorname{Tr}H_{\min}-\operatorname{Tr}H_{\rm s})}{24\,m\,k_B^2T^2} .
\end{equation}
This gives 0.942, and the full harmonic product 0.945. Quantum motion slows the jump: tunnelling alone adds 0.4\%, but the real modes at the saddle have a larger sum of force constants than those at the minimum, and their quantum correction outweighs the tunnelling.

\section{The number beside a real interconnect}

Copper's vacancy migration energy is roughly 0.7 eV and its formation energy roughly 1.3 eV. The model's 0.71 and 1.25 eV are close, but this does not validate it, because the barrier depends strongly on the decay parameters. In the 255-atom cell, with $A$ and $\xi$ refitted, $p=10$ lowers the barrier by 103 meV and $q=2.5$ raises it by 36.5 meV. The first shift alone changes the rate 23-fold. Numerical convergence to 0.1 meV is thus no statement about copper at that level. Electronic structure beyond the second moment and anharmonic vibration are also absent, and their effect on the rate is not estimated here.

Thermal expansion, stress and the electromigration force can be estimated, and they shift the barrier much less than these changes of parameters. A linear expansion of 0.5\% lowers the barrier by 20.8 meV. Since $a$ is already close to copper's room-temperature value, heating to 378 K adds roughly 0.14\%, or about $-6$ meV. A hydrostatic tension $\sigma=0.2$ GPa gives a linear strain $\sigma/3B=5.0\times10^{-4}$ and a shift of about $-2$ meV. For the electromigration force, take a rough effective charge of 5, a resistivity of 3 $\mu\Omega\,$cm and a current density of 2 MA/cm$^2$. The field is 600 V/m, and the work over half a jump is $\tfrac12\times5\times600\times0.2556\times10^{-9}=3.8\times10^{-7}$ eV. The current biases the direction of jumps without noticeably altering the saddle.

What a real line breaks is the assumption that atoms travel through the grain interior. With vacancies at their equilibrium concentration, lattice transport needs a vacancy to form and to move, $1.251+0.709=1.960$ eV. Suppose the metal--cap interface has an activation energy of roughly 0.9 eV, acts over 0.5 nm of a 50 nm line, and has the same prefactor. The ratio of interface to lattice transport is then
\begin{equation}
\frac{0.5}{50}\,e^{(1.960-0.9)/0.03257}\approx10^{12}.
\end{equation}
Under these assumptions the lattice barrier does not set the lifetime of the line. The band and the Hessian count carry over to an interface jump; the symmetry route and the even expansion (\ref{even}) generally do not. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
inputs: a = 0.3615 nm, cohesive energy = 3.5 eV, p = 11.0, q = 2.3
inputs: mass = 63.55 u, T = 378.0 K, kT = 32.57 meV
cutoff switched off from 0.4519 to 0.5242 nm; r0 = 0.2556 nm
fitted A = 0.08431 eV, xi = 1.21943 eV; bulk modulus = 132.4 GPa
band spring = 600.0 eV/nm^2, force tolerance = 0.01 eV/nm
107 atoms, 4 images: plain top = 0.6477 eV, climbing = 0.7110 eV, plain misses 63.3 meV
107 atoms, 6 images: plain top = 0.6781 eV, climbing = 0.7110 eV, plain misses 32.9 meV
107 atoms, 10 images: plain top = 0.6976 eV, climbing = 0.7110 eV, plain misses 13.4 meV
climbing profile, 4 images (eV): 0.0000 0.3571 0.7110 0.5376 0.1594 -0.0000
path length (10 images) = 0.2891 nm, top spacing h = 0.0263 nm
mean miss of two top images = 13.42 meV; from curvature = 13.19 meV
climbing vs symmetry saddle, largest coordinate gap = 1.1e-05 nm
cell 3: 107 atoms, L = 1.0845 nm, symmetry barrier = 0.71100 eV, formation = 1.2533 eV, climbing band = 0.7110 eV
cell 4: 255 atoms, L = 1.4460 nm, symmetry barrier = 0.70962 eV, formation = 1.2521 eV, climbing band = 0.7096 eV
cell 5: 499 atoms, L = 1.8075 nm, symmetry barrier = 0.70926 eV, formation = 1.2517 eV, climbing band = 0.7093 eV
cell 6: 863 atoms, L = 2.1690 nm, symmetry barrier = 0.70916 eV, formation = 1.2515 eV
cell 7: 1371 atoms, L = 2.5305 nm, symmetry barrier = 0.70914 eV, formation = 1.2514 eV
cell 7 predicted from cells 5 and 6 = 0.70911 eV
barrier extrapolated to infinite cell = 0.7091 eV = 68.4 kJ/mol
cell 3: negative modes at minimum = 0, at saddle = 1, zero modes at saddle = 3
cell 3: saddle curvature = -152.9 eV/nm^2, imaginary frequency = 2.425i THz, lowest real = 1.912 THz
cell 3: largest |translation eigenvalue| = 2.1e-11 eV/nm^2, prefactor = 3.16 THz
cell 4: negative modes at minimum = 0, at saddle = 1, zero modes at saddle = 3
cell 4: saddle curvature = -152.6 eV/nm^2, imaginary frequency = 2.422i THz, lowest real = 1.504 THz
cell 4: largest |translation eigenvalue| = 1.8e-11 eV/nm^2, prefactor = 3.13 THz
share of hopping atom in unstable mode = 0.962
descents from saddle reach 2 different vacancy minima
2D flux test: flux rate / harmonic rate = 1.0035
jump rate per direction at 378.0 K = 1.100e+03 1/s
rate factor from using cell 3 barrier instead of limit = 0.943
quantum rate factor: full harmonic = 0.9448, leading term = 0.9421
barrier shift for 0.5 % linear expansion = -20.8 meV
barrier shift for 0.2 GPa hydrostatic tension = -2.10 meV
barrier shift for p = 10: -102.8 meV; for q = 2.5: 36.5 meV
rough inputs: effective charge 5.0, 3 uohm cm, 2 MA/cm2
electromigration tilt at the saddle = 0.38 ueV
rough inputs: interface activation 0.9 eV, layer 0.5 nm, line height 50.0 nm
lattice activation energy = 1.960 eV; interface/lattice transport = 1.4e+12
\end{verbatim}
